# Independent-Particle Polarizability as a Product of Green Functions in Imaginary Time

Take a ring of eight identical cells with two electrons per cell, described on 96 grid points by 8 occupied and 88 empty orbitals. For two points 0.11 nm apart, at imaginary time $\tau=0.5\ \mathrm{eV}^{-1}$, the sum over all 704 occupied–empty pairs gives a polarizability of $0.018086\ \mathrm{nm^{-2}}$. Two numbers suffice to obtain the same value. They are the Green functions $0.010090$ and $0.896226\ \mathrm{nm^{-1}}$ for forward and backward propagation between the points:

$$2\times 0.010090\times 0.896226 = 0.018086 .$$

The pair sum has become a product. This section derives the reason, the price of returning to frequency, and the conditions under which the product holds.

## Conventions

The electrons move independently in a one-body Hamiltonian $H$ with orthonormal orbitals $\psi_n(\mathbf r)$ and energies $\varepsilon_n$, the same for both spins. We set $\hbar=1$, so times are in $\mathrm{eV}^{-1}$ ($1\ \mathrm{eV}^{-1}=0.658$ fs). With chemical potential $\mu$ and $\xi_n=\varepsilon_n-\mu$, the operator governing imaginary-time evolution is, for each spin, $K=\sum_n\xi_n c_n^\dagger c_n$. Since $[K,c_n]=-\xi_n c_n$ and $[K,c_n^\dagger]=+\xi_n c_n^\dagger$,

$$e^{\tau K}c_n e^{-\tau K}=c_n e^{-\xi_n\tau},\qquad e^{\tau K}c_n^\dagger e^{-\tau K}=c_n^\dagger e^{\xi_n\tau}. \tag{1}$$

The field operators are therefore $\psi(\mathbf r,\tau)=\sum_n\psi_n(\mathbf r)c_ne^{-\xi_n\tau}$ and $\bar\psi(\mathbf r,\tau)=\sum_n\psi_n^*(\mathbf r)c_n^\dagger e^{\xi_n\tau}$. The bar marks that the second is not the adjoint of the first when $\tau\neq0$.

The Green function of one spin is $G(\mathbf r,\mathbf r';\tau)=-\langle T\psi(\mathbf r,\tau)\bar\psi(\mathbf r',0)\rangle$. The ordering $T$ puts the later time on the left, with a minus sign when two fermion operators are exchanged. Let $f_n=\langle c_n^\dagger c_n\rangle$. For $\tau>0$,

$$G(\mathbf r,\mathbf r';\tau)=-\sum_n(1-f_n)\,\psi_n(\mathbf r)\psi_n^*(\mathbf r')\,e^{-\xi_n\tau}, \tag{2}$$

$$G(\mathbf r,\mathbf r';-\tau)=+\sum_n f_n\,\psi_n(\mathbf r)\psi_n^*(\mathbf r')\,e^{\xi_n\tau}. \tag{3}$$

At zero temperature with $\mu$ in a gap, (2) contains the empty states $a$, with $\xi_a>0$, and (3) the occupied states $i$, with $\xi_i<0$. Both decay with $\tau$.

The polarizability is defined by the density fluctuation $\delta n=n-\langle n\rangle$, summed over spin:

$$\chi_0(\mathbf r,\mathbf r';\tau)=-\langle T\,\delta n(\mathbf r,\tau)\,\delta n(\mathbf r',0)\rangle . \tag{4}$$

## The product

For $\tau>0$, (4) requires the average of four operators. For one spin and independent particles,

$$\langle c_k^\dagger c_l c_m^\dagger c_n\rangle=\delta_{kl}\delta_{mn}f_kf_m+\delta_{kn}\delta_{lm}f_k(1-f_l). \tag{5}$$

To see this, note that the average vanishes unless every orbital keeps its occupation, which leaves three cases.

- If $k=l\neq m=n$, it is the average of two independent occupation numbers, $f_kf_m$.
- If $k=n\neq l=m$, moving $c_k$ leftward past two operators costs two minus signs, so $c_k^\dagger c_lc_l^\dagger c_k=c_k^\dagger c_k\,c_lc_l^\dagger$, with average $f_k(1-f_l)$.
- If all four indices agree, the operator is the square of an occupation number, equal to the number itself. Its average is $f_k=f_k^2+f_k(1-f_k)$, as (5) states.

The first term of (5) gives $\langle n\rangle\langle n\rangle$ and is removed by the use of $\delta n$. Opposite spins are independent and leave nothing else. Two equal spin contributions remain; with the time factors of (1),

$$\chi_0(\mathbf r,\mathbf r';\tau)=-2\sum_{kl}f_k(1-f_l)\,\psi_k^*(\mathbf r)\psi_l(\mathbf r)\psi_l^*(\mathbf r')\psi_k(\mathbf r')\,e^{-(\varepsilon_l-\varepsilon_k)\tau}. \tag{6}$$

The chemical potential has cancelled. The decisive property is $e^{-(\varepsilon_l-\varepsilon_k)\tau}=e^{-\xi_l\tau}e^{\xi_k\tau}$: every factor in (6) belongs either to $k$ or to $l$. The double sum therefore splits,

$$\chi_0=2\Big[-\sum_l(1-f_l)\psi_l(\mathbf r)\psi_l^*(\mathbf r')e^{-\xi_l\tau}\Big]\Big[\sum_kf_k\psi_k(\mathbf r')\psi_k^*(\mathbf r)e^{\xi_k\tau}\Big],$$

and (2) and (3) identify the brackets:

$$\boxed{\chi_0(\mathbf r,\mathbf r';\tau)=2\,G(\mathbf r,\mathbf r';\tau)\,G(\mathbf r',\mathbf r;-\tau)} \tag{7}$$

For $\tau<0$, time-translation invariance in (4) gives $\chi_0(\mathbf r,\mathbf r';\tau)=\chi_0(\mathbf r',\mathbf r;-\tau)$. The right side of (7) has the same symmetry, so (7) holds for both signs.

An electron travels from $\mathbf r'$ to $\mathbf r$ while a hole is carried between the same points; without interaction their amplitudes multiply. The empty states have not disappeared: a single sum over them remains in (2). It can be written without orbitals. With $P$ the projector on occupied states, at zero temperature and for $\tau>0$,

$$G(\tau)=-(1-P)e^{-(H-\mu)\tau},\qquad G(-\tau)=Pe^{(H-\mu)\tau}. \tag{8}$$

What (7) removes is the coupled sum over pairs.

Two general properties follow at zero temperature. At $\mathbf r=\mathbf r'$, (2) is negative or zero and (3) positive or zero, so $\chi_0(\mathbf r,\mathbf r;\tau)\le0$. Integrating (6) over $\mathbf r$ gives zero, because occupied and empty orbitals are orthogonal: a perturbation moves charge without creating it. Negative values near $\mathbf r=\mathbf r'$ must then be balanced by positive values elsewhere, as in the opening example.

## Where independence enters

Equation (5) fails for interacting electrons, and (7) then fails too, even with exact Green functions inserted. A system small enough for exact many-body diagonalization shows this: four sites, spinless electrons (so the factor 2 becomes 1), random complex one-body couplings of order one, inverse temperature 3 and $\tau=0.8$ in the matching units. Without interaction, the product agrees with the exact correlation to $1.5\times10^{-12}$ of its largest element. With a nearest-neighbour repulsion of strength 2, the product of the exact Green functions is wrong by 0.23 of the largest element. The missing part has two sources. The induced density acts back on the electrons, which is treated as Coulomb screening in the last section. The rest is the vertex correction, which contains the direct attraction between electron and hole. The figure 0.23 includes both.

The same system shows why the arguments in the second factor are exchanged. With $G(\mathbf r,\mathbf r';-\tau)$ in place of $G(\mathbf r',\mathbf r;-\tau)$, the noninteracting result is wrong by 0.185 of the largest element. For real orbitals the two orders coincide.

## Return to frequency

Define $\chi_0(i\omega)=\int_{-\infty}^{\infty}d\tau\,e^{i\omega\tau}\chi_0(\tau)$ at zero temperature, and write $M_{ia}(\mathbf r)=\psi_i^*(\mathbf r)\psi_a(\mathbf r)$ and $\Delta_{ia}=\varepsilon_a-\varepsilon_i>0$. Positive times contribute $\int_0^\infty e^{(i\omega-\Delta)\tau}d\tau=1/(\Delta-i\omega)$. Negative times have $\mathbf r$ and $\mathbf r'$ exchanged and contribute $1/(\Delta+i\omega)$. Hence

$$\chi_0(\mathbf r,\mathbf r';i\omega)=-2\sum_{ia}\left[\frac{M_{ia}(\mathbf r)M_{ia}^*(\mathbf r')}{\Delta_{ia}-i\omega}+\frac{M_{ia}^*(\mathbf r)M_{ia}(\mathbf r')}{\Delta_{ia}+i\omega}\right]. \tag{9}$$

For real orbitals the numerators are equal and the fractions add:

$$\chi_0(\mathbf r,\mathbf r';i\omega)=-2\sum_{ia}M_{ia}(\mathbf r)M_{ia}(\mathbf r')\,\frac{2\Delta_{ia}}{\Delta_{ia}^2+\omega^2}. \tag{10}$$

This is the Adler–Wiser sum on the imaginary axis. Its weight is not a function of $\varepsilon_a$ times a function of $\varepsilon_i$, so the two sums remain coupled.

Equation (9) is also a response function. Apply a weak potential $V(\mathbf r)e^{\omega t}$ in real time, with $\omega>0$, and write an occupied orbital as $e^{-i\varepsilon_it}[\psi_i+e^{\omega t}\sum_n b_{ni}\psi_n]$. To first order, the Schrödinger equation gives $(\varepsilon_i+i\omega)b_{ni}=\varepsilon_nb_{ni}+V_{ni}$, so

$$b_{ni}=-\frac{V_{ni}}{\varepsilon_n-\varepsilon_i-i\omega}. \tag{11}$$

Among occupied states, $b_{ij}^*=-b_{ji}$, and their contributions cancel in the total density. The empty states give $\delta n(\mathbf r)=2\sum_{ia}[M_{ia}(\mathbf r)b_{ai}+\text{c.c.}]$, the factor 2 being spin. Inserting $V_{ai}=\int M_{ia}^*(\mathbf r')V(\mathbf r')d\mathbf r'$ yields $\delta n=\int\chi_0(i\omega)V\,d\mathbf r'$ with $\chi_0$ from (9). At $\omega\to0$ it is the static response.

Frequency space offers no pointwise product. Insert $G(\tau)=\int\frac{d\nu}{2\pi}e^{-i\nu\tau}G(i\nu)$ for both factors of (7). The time integral gives $2\pi\delta(\omega-\nu+\nu')$, so

$$\chi_0(\mathbf r,\mathbf r';i\omega)=2\int\frac{d\nu'}{2\pi}\,G(\mathbf r,\mathbf r';i\nu'+i\omega)\,G(\mathbf r',\mathbf r;i\nu'). \tag{12}$$

Here $G(i\nu)=(i\nu+\mu-H)^{-1}$, from transforming (2) and (3). The product in time has become a convolution.

## Finite temperature and metals

The derivation of (6) did not require $f_n$ to be 0 or 1. At inverse temperature $\beta$, (7) holds for $0<\tau<\beta$ with Fermi occupations. The transform runs over this interval at $\nu=2\pi m/\beta$, where $e^{i\nu\beta}=1$. With $\Delta=\varepsilon_l-\varepsilon_k$,

$$-f_k(1-f_l)\int_0^\beta e^{(i\nu-\Delta)\tau}d\tau=\frac{f_k(1-f_l)(1-e^{-\beta\Delta})}{i\nu-\Delta}.$$

Since $f_n/(1-f_n)=e^{-\beta\xi_n}$, we have $f_k(1-f_l)e^{-\beta\Delta}=f_l(1-f_k)$. The numerator becomes $f_k(1-f_l)-f_l(1-f_k)=f_k-f_l$, and the weight is

$$\frac{f_k-f_l}{i\nu-(\varepsilon_l-\varepsilon_k)}. \tag{13}$$

For $\nu=0$ and equal energies the integrand is constant, and the weight is $-\beta f_k(1-f_k)$. This contribution, concentrated at the Fermi level, belongs to the static response of a metal at fixed temperature and chemical potential. The product contains it without separate treatment.

## How many times are needed

The product is useful if few values of $\tau$ suffice. At $\omega=0$, each transition requires $\int_0^\infty e^{-\Delta\tau}d\tau$. With $\tau=e^u$ and $s=u+\ln\Delta$,

$$\int_{-\infty}^{\infty}e^{u}e^{-\Delta e^u}du=\frac1\Delta\int_{-\infty}^{\infty}e^{s-e^s}ds . \tag{14}$$

Changing $\Delta$ shifts the integrand along the $u$ axis without changing its shape, so one spacing $h$ in $u$ serves all transitions. Dropping times below $\tau_1$ costs at most a fraction $\Delta\tau_1$ of the integral; dropping those above $\tau_2$ costs $e^{-\Delta\tau_2}$. To keep each below $\eta$ for all $\Delta$ between $\Delta_{\min}$ and $\Delta_{\max}$, take $\tau_1=\eta/\Delta_{\max}$ and $\tau_2=\ln(1/\eta)/\Delta_{\min}$. The number of times is then

$$N_\tau\simeq\frac1h\ln\!\left[\frac{\Delta_{\max}}{\Delta_{\min}}\,\frac{\ln(1/\eta)}{\eta}\right]. \tag{15}$$

It depends on the energy range, not on the number of electrons. It grows without limit as the gap closes at zero temperature.

Fewer times suffice if the weights are fitted. One chooses $w_j(\omega)$ so that

$$\frac{2\Delta}{\Delta^2+\omega^2}\approx\sum_jw_j(\omega)e^{-\Delta\tau_j} \tag{16}$$

over the whole energy range, and then $\chi_0(i\omega)\approx\sum_jw_j\chi_0(\tau_j)$ for real orbitals. The coupled weight has been replaced by a short sum of separable ones.

For $N_r$ grid points, $N_o$ occupied and $N_e$ empty orbitals, the leading operation counts are

$$\text{pairs: }N_\omega N_r^2N_oN_e,\qquad\text{product: }N_\tau N_r^2(N_o+N_e). \tag{17}$$

At fixed $N_\omega$ and $N_\tau$ these grow as the fourth and third powers of system size. The count leaves out finding the orbitals and the transform, which adds about $N_\omega N_\tau N_r^2$.

## The ring in numbers

The cells have length 0.33 nm and the potential is $2\cos(2\pi x/0.33\,\mathrm{nm})$ eV. At the zone boundary this couples two degenerate plane waves with matrix element 1 eV, so to lowest order the gap is 2 eV; the computed value is 1.997 eV. The largest transition energy, 497 eV, is set by the grid spacing of 0.0275 nm.

For the opening pair of points, $x=0.165$ nm and $x'=0.275$ nm, the time integral gives $\chi_0=2.426\ \mathrm{eV^{-1}nm^{-2}}$ at $\omega=0$ and $2.391$ at $\omega=2$ eV. The value at coincident points $x=x'=0.165$ nm is $-11.61$ at $\omega=0$, with the sign required by (10). This last number belongs to the grid used: at coincident points the sum over empty states converges slowly, and the magnitude grows by about a tenth as the grid is refined. The values for the separated points change by less than 1 %. Raising $\omega$ to the gap energy would halve the static contribution of a transition at the gap, yet the value for separated points falls by only 1.5 %. The transition at the gap contributes nothing here: $x=0.165$ nm is a minimum of the potential, where the lowest empty orbital has a node. Sorting the terms of (10) by energy, transitions below 6 eV add up to $-0.045$ at $\omega=0$, those between 6 and 12 eV to $0.48$, and those above 12 eV to $1.99$ of the total $2.43$. Transitions that high depend only weakly on $\omega$ at 2 eV.

At $\omega=2$ eV the time integral agrees with the pair sum (10) to $5\times10^{-11}$ of the largest element. As a test of (7) that uses neither empty orbitals nor a sum over pairs, the potential at one grid point was changed by $\pm0.01$ eV and the density recomputed. The resulting static response agrees to $1.5\times10^{-8}$ of its largest element.

With weights fitted as in (16), and times spaced geometrically from $0.1/\Delta_{\max}$ to $5/\Delta_{\min}$, the errors at $\omega=2$ eV, again relative to the largest element, are $1.5\times10^{-2}$ for 6 times, $3.8\times10^{-5}$ for 12 and $1.1\times10^{-6}$ for 18. The frequency weight, as an $8\times88$ matrix, has 4 singular values above $10^{-6}$ of the largest, whereas the weight at fixed $\tau$ has one. The frequency weight is therefore not separable. The number 4 does not tell how short the sum (16) can be. Orbitals with opposite wave numbers are degenerate, so the eight occupied orbitals have only five distinct energies, and the matrix has at most five nonzero singular values whatever the weight. The exponentials in (16) are also not the best separable terms for this matrix, and more than four of them are needed for the same accuracy.

For 18 frequencies and 18 times, (17) gives

$$18\times96^2\times704=1.17\times10^8,\qquad18\times96^2\times96=1.59\times10^7,$$

a gain of 7.3. With ten times as many cells the gain is 73. If one frequency is wanted and 18 times are still needed, the product costs more below about 20 cells. The advantage is one of scaling, not a property of every small calculation.

## Beside a real semiconductor

Period and gap are in the rough range of monolayer WSe$_2$, about 0.33 nm and 2 eV, but a chain with one cosine potential does not represent the bands of that layer. The effect of replacing a layer by a chain is not estimated here. Other omissions can be sized on the long-wave response at $q=2\pi/(2.64\ \mathrm{nm})=2.38\ \mathrm{nm^{-1}}$, where $\chi_0(q;0)=-0.263\ \mathrm{eV^{-1}nm^{-1}}$. Each change below is made alone, with the rest held fixed.

- **Coulomb screening.** The induced density acts back on the electrons, $\delta n=\chi_0(V+v\,\delta n)$, so the response becomes $(1-\chi_0v)^{-1}\chi_0$. With the interaction of two parallel lines 0.3 nm apart, a rough model of a thin wire, its magnitude falls by 33 %. Charge spread evenly over the cross-section of a wire of radius 0.3 nm would give about 42.5 %. In a $GW$ calculation this step follows $\chi_0$ and produces the screened interaction $W$; it is not an error of (7).
- **Electron–hole attraction.** Lowering all transition energies by a rough 0.4 eV raises the magnitude by 15 %. A rigid shift is a crude substitute for the vertex correction: a real attraction also mixes the transitions, and one of finite range with the same binding can raise the response more.
- **Spin–orbit splitting.** A rough valence splitting of 0.4 eV is imitated by shifting half the transitions up and half down by $s=0.2$ eV. The average of $1/(\Delta\pm s)$ is $\Delta/(\Delta^2-s^2)$, with no term linear in $s$, and the change is 0.45 %. This keeps the mean gap fixed. If the lowest gap is kept fixed instead, half the transitions rise by the full 0.4 eV and the magnitude falls by about 6 %.
- **Temperature.** At 300 K the factor $e^{-E_g/2k_BT}$, with $E_g$ the gap, is $1.7\times10^{-17}$, so thermal carriers are negligible in the undoped model. Doped or gated devices contain other carriers and need the occupations in (13).

Doubling the ring at the same $q$ changes the response by 5.5 %, so $-0.263$ belongs to eight cells and is not the infinite-chain limit. Refining the grid to 16 points per cell changes it by less than $10^{-11}$ %. Once screening has been added in the step after (7), the largest remaining omission among the effects sized here is the electron–hole attraction. It limits the use of $\chi_0$ for optical spectra, where bound pairs matter, however accurately the product is evaluated. The remaining values are in the numerical output below.

## Numbers as computed

```
Period 0.33 nm, potential amplitude 2.0 eV, cells 8
Ring length 2.64 nm, grid points 96, spacing 0.0275 nm
Occupied orbitals 8, empty 88, pairs 704
Gap 1.9974 eV, widest transition 497.4 eV
Time unit 1/eV = 0.6582 fs; tau = 0.5 /eV
Points x = 0.1650 nm, x' = 0.2750 nm
G(x,x';+tau) = 0.010090 1/nm
G(x',x;-tau) = 0.896226 1/nm
chi0(tau), product  = 0.018086 1/nm^2
chi0(tau), pair sum = 0.018086 1/nm^2
chi0(x,x';0) = 2.426310 1/(eV nm^2)
chi0(x,x';i omega), omega = 2.0 eV: 2.390613 1/(eV nm^2)
Same, explicit pair sum: 2.390613 1/(eV nm^2)
chi0(x,x;0) = -11.611636 1/(eV nm^2)
Relative errors (largest deviation / largest element):
  Fock-space correlator, free particles: 1.5e-12
  same with arguments in wrong order: 0.185
  same with interactions, exact G used: 0.232
  time transform against pair sum: 4.8e-11
  static response, finite difference: 1.5e-08
  exponentially growing drive: 4.7e-11
  frequency convolution: 2.3e-14
  short grid with 6 times: 1.5e-02
  short grid with 12 times: 3.8e-05
  short grid with 18 times: 1.1e-06
Rank of pair weight (cutoff 1e-6): time 1, frequency 4
Leading operations, 8 cells, 18 frequencies or times: pairs 1.17e+08, product 1.59e+07
Leading operations, 80 cells, 18 frequencies or times: pairs 1.17e+12, product 1.59e+10
Crossover for one frequency and 18 times: 19.6 cells
Long-wave q = 2.3800 1/nm, chi0(q;0) = -0.26317 1/(eV nm)
Rough inputs: wire radius 0.3 nm, pair binding 0.4 eV,
  spin-orbit splitting 0.4 eV, temperature 300 K
Change of the long-wave response:
  Coulomb screening (RPA): -33.03 %
  electron-hole attraction, rigid shift: 15.33 %
  spin-orbit splitting, rigid shifts: 0.45 %
  ring of 16 cells: 5.524 %
  16 grid points per cell: -9.9e-13 %
Thermal carrier factor exp(-gap/2kT): 1.7e-17
```
